# Spin-other-orbit terms in the mean field of a closed shell

An electron moving outside a closed shell feels a spin-orbit coupling that the shell modifies. In atomic units the two-electron part of the Breit–Pauli spin-orbit operator is

$$H_2=-\frac{\alpha^2}{2}\sum_{i\neq j}\mathbf g_{ij}\cdot(\mathbf s_i+2\mathbf s_j),\qquad \mathbf g_{ij}=\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3},\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j .$$

Here $\alpha$ is the fine-structure constant. In $\mathbf g_{ij}$ electron $i$ carries the orbital motion. The term with $\mathbf s_i$ couples that motion to the electron's own spin and is called spin-same-orbit (SSO). The term with $2\mathbf s_j$ couples it to the spin of the other electron and is called spin-other-orbit (SOO).

The shell consists of orthonormal spatial orbitals $M$, each holding one $\alpha$-spin and one $\beta$-spin electron. The outer electron occupies a spatial orbital $p$ or $q$, orthogonal to every $M$, with spin $\sigma$ or $\sigma'$. Spatial matrix elements are written

$$\langle ab|\mathbf g|cd\rangle=\int\!\!\int a^*(\mathbf r_1)\,b^*(\mathbf r_2)\,\mathbf g\,c(\mathbf r_1)\,d(\mathbf r_2)\,d^3r_1\,d^3r_2 .$$

The orbitals may be complex until a part says otherwise.

## (a) The effective operator

**Reduce $H_2$, between determinants made of the closed shell and one outer electron, to a one-electron matrix element.**

Each unordered pair of electrons occurs twice in the sum $i\neq j$. Collecting the two occurrences gives $H_2=-(\alpha^2/2)\sum_{i<j}G_{ij}$ with

$$G_{12}=\mathbf g_{12}\cdot(\mathbf s_1+2\mathbf s_2)+\mathbf g_{21}\cdot(\mathbf s_2+2\mathbf s_1).$$

This operator is symmetric under exchange of the two electrons, so the Slater–Condon rules apply. The interaction of the outer electron with the shell is

$$h_{p\sigma,q\sigma'}=-\frac{\alpha^2}{2}\sum_{M}\sum_{\tau}\Big[\langle p\sigma,M\tau|G_{12}|q\sigma',M\tau\rangle-\langle p\sigma,M\tau|G_{12}|M\tau,q\sigma'\rangle\Big].$$

The first term is direct and the second is exchange.

When the two determinants are the same, the energy of the shell electrons among themselves must be added. Each term of $G_{12}$ contains one spin operator. Summed over the spins of two shell orbitals, its direct part contains $\mathrm{Tr}\,\mathbf s\;\mathrm{Tr}\,1=0$. Its exchange part contains $\sum_{\tau\tau'}\langle\tau|\mathbf s|\tau'\rangle\langle\tau'|\tau\rangle=\mathrm{Tr}\,\mathbf s=0$. The internal energy therefore vanishes, and $h$ is the whole matrix element of $H_2$.

The contributions of different $M$ add, so one orbital $M$ is enough for the next parts. The common factor $-\alpha^2/2$ is left out until it is needed.

## (b) Spin sums in the direct term

**Which direct terms survive the sum over the shell spin $\tau$?**

In the direct term electron 1 goes from $\sigma'$ to $\sigma$, while electron 2 starts and ends in $\tau$. An operator $\mathbf s_1$ gives

$$\sum_\tau\langle\sigma|\mathbf s|\sigma'\rangle\langle\tau|\tau\rangle=2\langle\sigma|\mathbf s|\sigma'\rangle,$$

and an operator $\mathbf s_2$ gives

$$\sum_\tau\langle\sigma|\sigma'\rangle\langle\tau|\mathbf s|\tau\rangle=\delta_{\sigma\sigma'}\,\mathrm{Tr}\,\mathbf s=0 .$$

Applied to the four terms of $G_{12}$, with $\mathbf s$ now the spin of the outer electron, this yields:

- SSO, $\mathbf g_{12}\cdot\mathbf s_1$: $\;2\langle pM|\mathbf g_{12}|qM\rangle\cdot\mathbf s$
- SSO, $\mathbf g_{21}\cdot\mathbf s_2$: $\;0$
- SOO, $2\mathbf g_{12}\cdot\mathbf s_2$: $\;0$
- SOO, $2\mathbf g_{21}\cdot\mathbf s_1$: $\;4\langle pM|\mathbf g_{21}|qM\rangle\cdot\mathbf s$

Spin pairing thus removes one of the two SOO terms. In the other, the shell electron moves and the outer electron supplies the spin.

## (c) The orbital factor of the surviving term

**Evaluate $\langle pM|\mathbf g_{21}|qM\rangle$ for a real orbital $M$. What changes if $M$ is complex?**

Hold $\mathbf r_1$ fixed and integrate over electron 2 first:

$$\langle pM|\mathbf g_{21}|qM\rangle=\int p^*(\mathbf r_1)\,q(\mathbf r_1)\,\mathbf B_M(\mathbf r_1)\,d^3r_1,$$

$$\mathbf B_M(\mathbf r_1)=-i\int M^*\,\mathbf F\times\nabla_2M\,d^3r_2,\qquad \mathbf F=\frac{\mathbf r_2-\mathbf r_1}{|\mathbf r_2-\mathbf r_1|^3}.$$

For real $M$, $M\nabla M=\tfrac12\nabla\rho$ with $\rho=M^2$. The product rule $\nabla\times(\rho\mathbf F)=\nabla\rho\times\mathbf F+\rho\,\nabla\times\mathbf F$ then gives

$$\mathbf B_M=-\frac i2\int\mathbf F\times\nabla\rho\,d^3r_2=-\frac i2\int\big[\rho\,\nabla\times\mathbf F-\nabla\times(\rho\mathbf F)\big]d^3r_2 .$$

The first term is zero because $\mathbf F=-\nabla_2(1/r_{12})$ is a gradient.

The second term becomes a surface integral of $\mathbf n\times\rho\mathbf F$. The singular point $\mathbf r_2=\mathbf r_1$ is first cut out with a small sphere of radius $\varepsilon$. The omitted ball contributes to the original integral at most an amount of order $\varepsilon^{-2}\varepsilon^3=\varepsilon$, which tends to zero. On the small sphere $\mathbf F$ is parallel to the normal $\mathbf n$, so $\mathbf n\times\mathbf F=0$. On the distant surface $\rho$ has decayed. Therefore

$$\mathbf B_M(\mathbf r_1)=0\quad\text{for every }\mathbf r_1 ,$$

and the direct SOO contribution vanishes for all $p$ and $q$.

For a complex orbital write $M=a+ib$ with $a$ and $b$ real. Then

$$M^*\nabla M=\tfrac12\nabla(a^2+b^2)+i\,\mathbf j,\qquad \mathbf j=a\nabla b-b\nabla a .$$

The gradient drops out as before, which leaves

$$\mathbf B_M=\int\mathbf F\times\mathbf j\,d^3r_2 .$$

The vector $\mathbf j$ is the probability current of the orbital, and the integral has the Biot–Savart form. Direct SOO is thus the coupling of the outer spin to the magnetic field of the shell's orbital current, and a real orbital carries no current.

An example shows that spin pairing alone is not enough. Take normalized Gaussians on one centre, an $s$ function with exponent 0.6 and $p$ functions with exponent 0.5. Let $M=(a+ib)/\sqrt2$ with $a=0.6\,s+0.8\,p_x$ and $b=0.6\,p_y+0.8\,p_z$. At the point displaced from the centre by $(0.2,-0.8,0.3)\,a_0$, numerical quadrature gives $|\mathbf B_M|=0.398\,a_0^{-3}$.

If $M^*$ is filled as well, its current is $-\mathbf j$ and the sum vanishes. More generally, the result holds for a filled complex shell whenever $\sum_MM(\mathbf r)M^*(\mathbf r')$ is real, because $\sum_MM^*\nabla M$ is then real and its current part is zero.

## (d) Spin sums in the exchange term

**Compare the SOO and SSO exchange contributions. Does the comparison need real orbitals?**

In the exchange term electron 1 goes from $\tau$ to $\sigma$, and electron 2 from $\sigma'$ to $\tau$. The two possible spin sums are

$$\mathbf s_1:\ \sum_\tau\langle\sigma|\mathbf s|\tau\rangle\langle\tau|\sigma'\rangle=\langle\sigma|\mathbf s|\sigma'\rangle,\qquad
\mathbf s_2:\ \sum_\tau\langle\sigma|\tau\rangle\langle\tau|\mathbf s|\sigma'\rangle=\langle\sigma|\mathbf s|\sigma'\rangle .$$

Both follow from $\sum_\tau|\tau\rangle\langle\tau|=1$. After the sum it makes no difference which electron carried the spin operator. Define

$$\mathbf E_1=\langle pM|\mathbf g_{12}|Mq\rangle,\qquad \mathbf E_2=\langle pM|\mathbf g_{21}|Mq\rangle .$$

With the minus sign of exchange, the terms of $G_{12}$ give

$$\text{SSO: }-(\mathbf E_1+\mathbf E_2)\cdot\mathbf s,\qquad \text{SOO: }-2(\mathbf E_1+\mathbf E_2)\cdot\mathbf s .$$

The SOO exchange is exactly twice the SSO exchange. The factor is the 2 in front of $\mathbf s_j$ in $H_2$. Only the completeness of the two spin states was used, so the relation also holds for complex orbitals.

For real orbitals, parts (b), (c) and (d) combine to

$$h_{pq}=-\frac{\alpha^2}{2}\sum_M\Big[2\langle pM|\mathbf g_{12}|qM\rangle-3(\mathbf E_1+\mathbf E_2)\Big]\cdot\mathbf s .$$

Each pair of electrons brings 2 direct units and 3 exchange units. Per electron the exchange weight is therefore $3/2$. Suppose instead that each real orbital $M$ of an open shell is given an average occupation $n_M$, spread equally over both spins. Every sum over $\tau$ is then multiplied by $n_M/2$, and both results survive within that averaged model.

## (e) A shell orbital with one electron

**Let a real orbital $M$ hold a single $\alpha$ electron. What becomes of the two results?**

The sum over $\tau$ now contains only $\tau=\alpha$. In the direct SOO part, the term with $\mathbf g_{21}$ still vanishes by part (c). The term $2\mathbf g_{12}\cdot\mathbf s_2$ no longer does, since $\langle\alpha|\mathbf s|\alpha\rangle=\tfrac12\hat{\mathbf z}$. It leaves

$$\delta_{\sigma\sigma'}\,\langle pM|\mathbf g_{12}|qM\rangle_z ,$$

which is the orbital motion of the outer electron coupled to the unpaired shell spin.

In the exchange part the completeness relation is replaced by the projector $P=|\alpha\rangle\langle\alpha|=\tfrac12+s_z$. The spin factors become $\mathbf sP$ for $\mathbf s_1$ and $P\mathbf s$ for $\mathbf s_2$, so that

$$\text{SSO}=-(\mathbf E_1\cdot\mathbf sP+\mathbf E_2\cdot P\mathbf s),\qquad
\text{SOO}=-2(\mathbf E_1\cdot P\mathbf s+\mathbf E_2\cdot\mathbf sP),$$

$$\text{SOO}-2\,\text{SSO}=-2(\mathbf E_1-\mathbf E_2)\cdot(P\mathbf s-\mathbf sP).$$

Because $P\mathbf s-\mathbf sP=[s_z,\mathbf s]$ has nonzero $x$ and $y$ components, the factor of two is lost in general. It survives in special cases such as $\mathbf E_1=\mathbf E_2$.

## (f) An $s^2$ core and a $p$ electron

**Express the spin-orbit constant $\zeta$, defined by the effective operator $\zeta\,\mathbf l\cdot\mathbf s$ in the $p$ shell, through radial integrals.**

Take $M=S(r)/\sqrt{4\pi}$ and $p_a=\sqrt{3/4\pi}\,R(r)\,r_a/r$ with $a=x,y,z$. Both radial functions are real and normalized with weight $r^2$. In this basis $\langle p_a|l_k|p_b\rangle=-i\epsilon_{kab}$.

*Direct part.* The density $M^2$ is spherical. By Gauss's law, the sum of $\mathbf r_{12}/r_{12}^3$ over the two core electrons, averaged over their positions, is $Q(r_1)\,\mathbf r_1/r_1^3$, where $Q(r)=2\int_0^rS^2r'^2dr'$ is the number of core electrons inside radius $r$. Since $\mathbf r\times\mathbf p=\mathbf l$,

$$2\langle p_aM|\mathbf g_{12}|p_bM\rangle=D\,\langle p_a|\mathbf l|p_b\rangle,\qquad D=\int_0^\infty\frac{Q(r)R(r)^2}{r}\,dr .$$

*Exchange part.* Put $V=1/r_{12}$, so that $\mathbf r_{12}/r_{12}^3=-\nabla_1V$. The integral of $\nabla_1\times(p_aV\nabla_1M)$ is a surface term and vanishes. Near $r_{12}=0$ this holds because $V$ grows as $1/\varepsilon$ while the surface shrinks as $\varepsilon^2$. Expanding the curl gives

$$-\int p_a\nabla_1V\times\nabla_1M\,d^3r_1=\int V\,\nabla_1p_a\times\nabla_1M\,d^3r_1 ,$$

and therefore

$$\mathbf E_1=-i\int\!\!\int(\nabla p_a\times\nabla M)(\mathbf r_1)\,\frac1{r_{12}}\,(Mp_b)(\mathbf r_2)\,d^3r_1\,d^3r_2 .$$

The gradient of $M$ is radial, and $\nabla p_a=\sqrt{3/4\pi}\,\big[(R/r)\,\hat{\mathbf a}+r_a\,(R/r)'\,\hat{\mathbf r}\big]$. The second term is parallel to $\nabla M$, so only the first contributes to the cross product:

$$(\nabla p_a\times\nabla M)_k=\frac{\sqrt3}{4\pi}\,\frac{RS'}{r}\,\epsilon_{kac}\frac{r_c}{r},\qquad Mp_b=\frac{\sqrt3}{4\pi}\,SR\,\frac{r_b}{r},$$

with summation over $c$. Both factors are dipolar, so only the term $(r_</r_>^2)\cos\gamma$ of the expansion of $1/r_{12}$ contributes. Here $\gamma$ is the angle between $\mathbf r_1$ and $\mathbf r_2$, and $r_<$ and $r_>$ are the smaller and larger of $r_1$ and $r_2$. Each angular integration gives $4\pi/3$, and the total prefactor is $\frac{3}{16\pi^2}\left(\frac{4\pi}{3}\right)^2=\frac13$. Hence $(\mathbf E_1)_k=-i\epsilon_{kab}X$, that is, $\mathbf E_1=X\langle p_a|\mathbf l|p_b\rangle$ with

$$X=\frac13\int_0^\infty\!\!\int_0^\infty\frac{r_<}{r_>^2}\,\frac{R(r_1)S'(r_1)}{r_1}\,S(r_2)R(r_2)\,r_1^2r_2^2\,dr_1dr_2 .$$

In $\mathbf E_2$ the derivative acts on $p_b(\mathbf r_2)$. The same integration by parts gives $\nabla M\times\nabla p_b$ for electron 2 and $p_aM$ for electron 1. Reversing the cross product gives $-\epsilon_{kbc}$, and the angular integration sets $c=a$. Since $-\epsilon_{kba}=\epsilon_{kab}$, one finds $\mathbf E_2=\mathbf E_1$. This is the special case mentioned in part (e).

The nucleus, with charge $Z$, contributes $(\alpha^2/2)(Z/r^3)\,\mathbf l\cdot\mathbf s$. Inserting $D$ and $X$ into the result of part (d) gives

$$\zeta=\frac{\alpha^2}{2}\Big[Z\langle r^{-3}\rangle-D+\underbrace{2X}_{\text{SSO exchange}}+\underbrace{4X}_{\text{SOO exchange}}\Big].$$

If $S$ is positive and decreasing and $R$ has one sign, then $X<0$, and both exchange terms reduce $\zeta$ together with the direct screening.

## (g) The $1s^22p$ state of Be⁺

**How much does the SOO interaction change the fine-structure splitting of this state?**

The $1s$ orbital comes from a Hartree–Fock calculation on Be²⁺. The $2p$ orbital is the lowest $p$ eigenfunction of the same Fock operator, which describes an added electron in the field of the frozen core. The basis has 12 $s$ exponents $0.05\times2.6^k$ and 10 $p$ exponents $0.025\times2.5^k$, with $k$ starting at 0. Core relaxation and electron correlation are left out, and the spin-orbit coupling is taken to first order. The digits below are those of this model in this basis, kept so that the arithmetic can be followed; they do not indicate how accurately the model describes the real ion. Near the basis-set limit $\langle r^{-3}\rangle$ is larger by about $2\times10^{-4}\,a_0^{-3}$, $D$ and $X$ change by less than $10^{-4}\,a_0^{-3}$, and both splittings quoted below rise by about $0.01\ \mathrm{cm^{-1}}$.

Radial quadrature with these orbitals gives, in units of $a_0^{-3}$,

$$\langle r^{-3}\rangle=0.46654,\qquad D=0.67294,\qquad X=-0.08883 .$$

If both core electrons lay wholly inside the $2p$ orbital, $D$ would be $2\langle r^{-3}\rangle=0.933$. It is smaller because $Q(r)<2$ where the $2p$ electron penetrates the core.

With $\alpha=0.00729735$ and 1 hartree $=219474.63\ \mathrm{cm^{-1}}$, the prefactor $\alpha^2/2$ corresponds to $5.8437\ \mathrm{cm^{-1}}$ for each $a_0^{-3}$. The parts of $\zeta$ are

- nucleus: $5.8437\times4\times0.46654=10.91\ \mathrm{cm^{-1}}$
- SSO direct: $-5.8437\times0.67294=-3.93\ \mathrm{cm^{-1}}$
- SSO exchange: $5.8437\times2\times(-0.08883)=-1.04\ \mathrm{cm^{-1}}$
- SOO direct: $0$
- SOO exchange: $5.8437\times4\times(-0.08883)=-2.08\ \mathrm{cm^{-1}}$

Their sum is $\zeta=3.86\ \mathrm{cm^{-1}}$.

For $l=1$ and $s=\tfrac12$, $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-\tfrac{11}{4}]$. This is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$, so the splitting is

$$\Delta E=\tfrac32\zeta=5.79\ \mathrm{cm^{-1}}=2.64\times10^{-5}\ \text{hartree}.$$

Without the SOO terms the splitting would be $8.90\ \mathrm{cm^{-1}}$, which is 54% above the full value in this model. The whole difference comes from exchange. The real $1s$ orbital has no current with which to act directly on the $2p$ spin, and the paired core spins cancel the direct coupling to the $2p$ motion.
